\section*{Local power law for equilibrium critical thickness against misfit}

A crystalline film grown on a thick wafer of slightly different lattice spacing first takes up the spacing of the wafer. Its stored elastic energy grows in proportion to its thickness. A dislocation at the interface lets the film recover part of its own spacing, but the distorted crystal around the dislocation costs energy that grows only logarithmically with thickness. Beyond some critical thickness $h$, the dislocation therefore lowers the total energy. When the composition of the film is changed, the misfit changes, and one wants to know how fast $h$ responds. The critical thickness obeys
\begin{equation}
h=p\left[\ln\frac hb+1\right],\qquad p=\frac Af, \label{crit}
\end{equation}
where $f>0$ is the magnitude of the misfit strain, $b$ is the length of the Burgers vector and $A$ is a length set by elasticity and geometry. Because $h$ also stands inside the logarithm, it is not simply proportional to $1/f$. With
\begin{equation}
L=\ln\frac hb ,
\end{equation}
the local exponent is
\begin{equation}
s\equiv\frac{d\ln h}{d\ln f}=-\left(1+\frac1L\right), \label{result}
\end{equation}
provided that $A$ and $b$ stay fixed as $f$ varies and that $h$ is the physical root of (\ref{crit}), for which $h>b$.

The origin of (\ref{crit}) shows what these conditions mean. Let film and wafer be isotropic, linear elastic and alike in shear modulus $\mu$ and Poisson ratio $\nu$. The equations below hold in any coherent units, atomic units included. Let $\alpha$ be the angle between the Burgers vector and the dislocation line. The Burgers vector then has a screw part $b_s=b\cos\alpha$ along the line and an edge part $b_e=b\sin\alpha$ across it.

Around a screw dislocation the displacement along the line rises by $b_s$ in one turn. At radius $r$ the shear strain is $b_s/(2\pi r)$ and the stress is $\mu b_s/(2\pi r)$. Half their product, integrated over rings of area $2\pi r\,dr$ from $r_0$ to $R$, gives the energy per length $(\mu b_s^2/4\pi)\ln(R/r_0)$.

For the edge part, take the polar stresses
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad
\sigma_{r\theta}=\frac{D\cos\theta}{r}.
\end{equation}
They satisfy both equations of force balance:
\begin{align}
\partial_r\sigma_{rr}+\frac{\partial_\theta\sigma_{r\theta}}r+\frac{\sigma_{rr}-\sigma_{\theta\theta}}r
&=\frac{D\sin\theta-D\sin\theta}{r^2}=0,\\
\partial_r\sigma_{r\theta}+\frac{\partial_\theta\sigma_{\theta\theta}}r+\frac{2\sigma_{r\theta}}r
&=\frac{(-1-1+2)D\cos\theta}{r^2}=0.
\end{align}
The constant $D$ follows from the displacement. In plane strain both normal strains equal $-\kappa\sin\theta/r$, with $\kappa=(1-2\nu)D/2\mu$. Integrating $\partial_ru_r=-\kappa\sin\theta/r$ gives $u_r=-\kappa\sin\theta\ln r+F(\theta)$. The hoop strain $(u_r+\partial_\theta u_\theta)/r$ then gives $u_\theta=\kappa\cos\theta(1-\ln r)-\int F\,d\theta$. Inserting both in the shear relation $\partial_\theta u_r+r\partial_ru_\theta-u_\theta=D\cos\theta/\mu$, we find
\begin{equation}
F'+\int F\,d\theta=\left(2\kappa+\frac D\mu\right)\cos\theta
=\frac{2(1-\nu)D}{\mu}\cos\theta .
\end{equation}
One more derivative gives $F''+F=-2(1-\nu)(D/\mu)\sin\theta$, which is solved by $F=(1-\nu)(D/\mu)\theta\cos\theta$. Let the edge part of the Burgers vector point along $\theta=0$. After one turn starting from that direction, $u_\theta$ is back at its old value and $u_r$ has grown by $2\pi(1-\nu)D/\mu$. This must equal $b_e$, so $D=\mu b_e/[2\pi(1-\nu)]$.

The energy density in plane strain is
\begin{equation}
\frac{\sigma_{rr}^2+\sigma_{\theta\theta}^2+2\sigma_{r\theta}^2-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2}{4\mu}
=\frac{D^2}{4\mu r^2}\left(2-4\nu\sin^2\theta\right).
\end{equation}
The bracket integrates over angle to $4\pi(1-\nu)$. The edge energy is therefore $\pi D^2(1-\nu)/\mu=\mu b_e^2/[4\pi(1-\nu)]$ times $\ln(R/r_0)$. Screw and edge parts involve different stress components, so their energies add without a cross term. Since $\sin^2\alpha+(1-\nu)\cos^2\alpha=1-\nu\cos^2\alpha$, the sum has the prefactor
\begin{equation}
K=\frac{\mu b^2(1-\nu\cos^2\alpha)}{4\pi(1-\nu)} .
\end{equation}
The free surface limits the field at a distance of order $h$, and linear elasticity fails in the core at a distance of order $b$. Setting $R=h$ and $r_0=b/e$, where $e$ is the base of natural logarithms, gives the line energy
\begin{equation}
W=K(L+1).
\end{equation}
The added 1 is thus a convention that lumps the core and the surface together. Linear elasticity could supply the surface part, but not the core part.

Next we need the energy that the film gives back. Let parallel dislocations with one and the same Burgers vector, $\rho$ of them per unit length, lie so far apart that $W$ does not depend on $\rho$. Let $\lambda$ be the angle between the Burgers vector and the direction in the interface normal to the lines. The array lowers the strain in that direction from $f$ to $f-\delta$, with $\delta=\rho b\cos\lambda$, and leaves the other strain at $f$. With a stress-free surface, the in-plane stress is $\sigma_x=2\mu(\varepsilon_x+\nu\varepsilon_y)/(1-\nu)$, and likewise for $y$. The energy per area is then
\begin{equation}
\frac h2(\sigma_x\varepsilon_x+\sigma_y\varepsilon_y)
=\frac{\mu h}{1-\nu}\left(\varepsilon_x^2+\varepsilon_y^2+2\nu\varepsilon_x\varepsilon_y\right).
\end{equation}
Putting in the strains, subtracting the value at $\delta=0$ and adding the cost of the lines gives the change
\begin{equation}
\Delta E=\rho W+\frac{\mu h}{1-\nu}\left[-2(1+\nu)f\delta+\delta^2\right].
\end{equation}
The square treats the relief as uniform, which overstates the repulsion between widely spaced lines, and it leaves out any mean shear from screw parts of equal sign. These corrections are of higher than first order in $\rho$ and, since identical lines of the type used below repel each other, do not move the threshold. This need not hold for unlike lines: in the example below, two lines with the same in-plane edge part but opposite remaining parts attract when closer than about $h/5$, and such a close pair pays at a somewhat smaller thickness. The first, widely spaced dislocations pay when the terms linear in $\rho$ have a negative sum. The threshold is
\begin{equation}
K(L+1)=\frac{2\mu(1+\nu)}{1-\nu}\,f\,h\,b\cos\lambda . \label{balance}
\end{equation}
Solving for the factor $h$ on the right gives (\ref{crit}) with
\begin{equation}
A=\frac{K(1-\nu)}{2\mu(1+\nu)b\cos\lambda}
=\frac{b(1-\nu\cos^2\alpha)}{8\pi(1+\nu)\cos\lambda}. \label{Alength}
\end{equation}
The shear modulus has cancelled. The misfit does not appear in $A$, so $p$ is inversely proportional to $f$ as long as the elastic ratio, the Burgers vector and the angles do not change.

Equation (\ref{crit}) can have two roots, and the right one must be chosen before differentiating. Per unit length, the first dislocation changes the energy by $(K/p)G(h)$, where
\begin{equation}
G(h)=p\left(\ln\frac hb+1\right)-h .
\end{equation}
A positive $G$ favours the coherent film. The derivative $G'=p/h-1$ vanishes at $h=p$, and $G''=-p/h^2$ is negative, so this point is the maximum, of height $G(p)=p\ln(p/b)$. For $p>b$ the maximum is positive. Since $G$ tends to $-\infty$ both for $h\to0$ and for $h\to\infty$, there is one root on each side of $p$. Moreover $G(b)=p-b>0$, which places $b$ between the roots as well. The upper root therefore has $h>p>b$ and $L>0$. There $G$ passes from positive to negative as the film thickens, which is the wanted change from a coherent to a dislocated film, for the type of dislocation considered. The lower root has $h<b$, a film thinner than the distance at which linear elasticity fails around the dislocation, and is discarded. For $p<b$ there is no root, and the model gives no critical thickness.

Now vary $p$ and $h$ together at fixed $b$. The product rule, with $d\ln(h/b)=dh/h$, gives
\begin{equation}
dh=(L+1)\,dp+\frac ph\,dh .
\end{equation}
From (\ref{crit}), $p/h=1/(L+1)$. Moving the last term to the left gives
\begin{equation}
\left(1-\frac1{L+1}\right)dh=\frac{L}{L+1}\,dh=(L+1)\,dp .
\end{equation}
Divide both sides by $h=p(L+1)$. The right side becomes $dp/p$, and
\begin{equation}
\frac L{L+1}\,\frac{dh}h=\frac{dp}p
\quad\Longrightarrow\quad
\frac{d\ln h}{d\ln p}=\frac{L+1}L=1+\frac1L .
\end{equation}
Division by $L$ is allowed because $L>0$ on the chosen branch. Finally $\ln p=\ln A-\ln f$ with $A$ fixed, so $d\ln p/d\ln f=-1$. The chain rule gives (\ref{result}).

The $-1$ is the direct effect of the driving force. The extra $-1/L$ is feedback from the line energy: a smaller misfit calls for a thicker film, a thicker film makes each dislocation dearer, and this raises the threshold further. The feedback is strong when the logarithm is small. Since $L=(h-p)/p$, the slope can also be written
\begin{equation}
s=-\frac h{h-p},
\end{equation}
which needs no separate knowledge of $b$ once $h$ and $p$ are known.

The slope is local, because $L$ changes along the curve. At fixed $b$, $dL/d\ln f=s$, while $ds/dL=1/L^2$. Hence
\begin{equation}
\frac{ds}{d\ln f}=\frac s{L^2}<0 . \label{curv}
\end{equation}
On logarithmic axes the curve steepens towards large misfit. If the misfit is multiplied by $e^u$, a Taylor expansion gives
\begin{equation}
\ln\frac{h(fe^u)}{h(f)}\simeq su+\frac{s}{2L^2}u^2 . \label{taylor}
\end{equation}

There are two limits. For weak misfit, $p/b$ and with it $L$ grow without bound, so $s\to-1$, but the approach is slow because $L$ is a logarithm. A slope of $-1.1$ already requires $L=10$, or $h=be^{10}$. At the other end $p$ falls to $b$, which happens at the misfit $f_*=A/b$. Equation (\ref{crit}) divided by $b$ reads
\begin{equation}
\frac pb=\frac{e^L}{L+1}=\frac{1+L+L^2/2+\cdots}{1+L}=1+\frac{L^2}2+O(L^3).
\end{equation}
Close to this end, $L\simeq\sqrt{2(p/b-1)}$ and $s\simeq-1/L$, so the slope diverges. There the two roots merge at $h=b$, where a continuum film has lost its meaning. The divergence belongs to the equation and is no prediction for a real film.

For a numerical case, consider a germanium-rich germanium--silicon film on a (001) germanium wafer. Silicon has the smaller lattice, so the film is under tension. Rough typical values are $b=0.40$ nm, $\nu=0.27$ and $\mu=56$ GPa. The misfit is set to $f=0.01$; with a rough misfit of 0.04 between the pure elements and linear interpolation, this means about one quarter silicon. The dislocation line runs along $[110]$ and the Burgers vector along $[101]$, both in one $\{111\}$ glide plane. The scalar product of the unit vectors gives $\cos\alpha=1/2$. The interface direction normal to the line is $[1\bar10]$, which gives $\cos\lambda=1/2$. Equation (\ref{Alength}) becomes
\begin{equation}
A=\frac{0.40\,(1-0.27\times0.25)}{8\pi\times1.27\times0.5}\ \text{nm}=0.02337\ \text{nm},
\end{equation}
so $p=A/f=2.337$ nm. This exceeds $b$, and a physical root exists. With $x=h/p$, equation (\ref{crit}) reads $x=1+\ln(p/b)+\ln x=2.765+\ln x$, whose upper solution is $x=4.200$. Therefore
\begin{equation}
h=9.82\ \text{nm}=98.2\ \text{\AA},\qquad L=3.200,\qquad
s=-\left(1+\frac1{3.200}\right)=-1.312 .
\end{equation}
Solving (\ref{crit}) afresh at misfits slightly above and below 0.01 and taking the difference quotient of the logarithms gives the same slope, as the numerical output shows. The line energy at the threshold is $W=5.685\times4.200=23.9$ eV/nm. The lower root, at 0.157 nm, has $L<0$ and a slope of $+0.072$: the same algebra would there make the thickness rise with misfit.

With everything but the misfit held fixed, the solutions are
\begin{center}
\begin{tabular}{cccc}
$f$ & $h$ (nm) & $L$ & $s$\\
0.0025 & 55.5 & 4.93 & $-1.20$\\
0.005 & 23.8 & 4.08 & $-1.24$\\
0.01 & 9.82 & 3.20 & $-1.31$\\
0.02 & 3.80 & 2.25 & $-1.44$\\
0.04 & 1.25 & 1.14 & $-1.88$
\end{tabular}
\end{center}
A straight line through the end points on logarithmic axes would have the slope $-\ln(55.5/1.25)/\ln16=-1.37$, which hides a local range from $-1.20$ to $-1.88$. The last row lies near the end of the branch at $f_*=0.0584$. Its film is about three Burgers lengths thick, so the continuum number there should not be trusted. At the weak end, the slope $-1.1$ is reached at $h=8.8\ \mu$m, where the misfit is $A(L+1)/h=2.9\times10^{-5}$.

The exponent can be used to carry a known thickness to a nearby misfit. Halving $f$ from 0.01 means $u=-\ln2$. The local power law predicts that $h$ grows by $2^{1.312}=2.48$. The full solution gives 2.42, so the power law is 2.6\% too high relative to it. The curvature (\ref{curv}) is $-1.312/3.200^2=-0.128$, and including it through (\ref{taylor}) gives 2.41, about 0.5\% too low. Plain inverse proportionality would give 2, which is 17\% too low.

The assumptions behind (\ref{result}) can be relaxed one at a time. If the core constant is $c$ instead of 1, then $h=p(L+c)$. Taking logarithms and differentiating, $d\ln h=d\ln p+d\ln h/(L+c)$, so that
\begin{equation}
\frac{d\ln h}{d\ln f}=-\frac{L+c}{L+c-1}.
\end{equation}
For the example, $c=0$ gives $h=6.5$ nm and a slope of $-1.56$, while $c=2$ gives 12.8 nm and $-1.22$. The thickness thus moves by about a third either way. If the dislocation leaves a surface step of height $b/\sqrt2$, with a rough surface energy of 1 J/m$^2$, the step cost divided by $K$ raises $c$ from 1 to 1.31. This gives $h=10.8$ nm and a slope of $-1.28$.

The composition that sets the misfit also alters $b$. At fixed $\nu$ and fixed angles, (\ref{Alength}) makes $A/b$ constant, so (\ref{crit}) determines $h/b$ as a function of $f$ alone. Its logarithmic slope is $-(1+1/L)$, and therefore
\begin{equation}
\frac{d\ln h}{d\ln f}=-\left(1+\frac1L\right)+\frac{d\ln b}{d\ln f}.
\end{equation}
If the Burgers length shrinks as $b(1-f)$, with $b$ now the germanium value, the last term is $-f/(1-f)=-0.010$ and the slope becomes $-1.32$. A rough rise of $\nu$ by 0.01 between germanium and silicon, added to this, leaves it at $-1.33$. The shear modulus of the film also rises with its silicon content, while that of the wafer does not. With a rough rise of 12 GPa from germanium to silicon, and the harmonic mean of the two moduli in the line energy, the slope becomes about $-1.36$. At $f=0.01$, taking $A$ and $b$ as fixed thus gives the exponent to about 0.05. The error grows with misfit: the same estimate puts it at about 0.12 for $f=0.02$ and nearly 0.5 for $f=0.04$. The lower rows of the table therefore describe the model with fixed $A$ and $b$, and not this alloy in detail.

A moving dislocation may also have to overcome lattice friction. Let friction use up a strain $f_0$ of the driving force, so that $h=A(L+1)/(f-f_0)$. The earlier differentiation holds with $p=A/(f-f_0)$, and $d\ln(f-f_0)/d\ln f=f/(f-f_0)$. The slope is
\begin{equation}
\frac{d\ln h}{d\ln f}=-\left(1+\frac1L\right)\frac f{f-f_0},
\end{equation}
with $L$ taken at the new thickness. An illustrative $f_0=0.002$, equivalent to an in-plane stress of 0.39 GPa with the isotropic constants above and about 0.28 GPa with the cubic constants given below, raises $h$ to 13.1 nm and steepens the slope to $-1.61$. This threshold describes motion against resistance and is no longer one of equilibrium. A measured slope steeper than (\ref{result}) could therefore have friction as its cause, though the slope alone would not prove it.

Beside a real germanium--silicon film, 9.8 nm is only a rough estimate. Real crystals are cubic and not isotropic, so no single pair of $\mu$ and $\nu$ describes them fully. The 56 GPa used above is close to a directional average for germanium, while 0.27 is close to its Poisson ratio along a cube axis. Together they imply a bulk modulus of 103 GPa, against about 75 GPa for germanium. A directionally averaged Poisson ratio of 0.20 removes this mismatch and gives $h=10.8$ nm with a slope of $-1.30$. With rough elastic constants $C_{11}=129$, $C_{12}=48$ and $C_{44}=67$ GPa, one may use the cubic biaxial modulus $C_{11}+C_{12}-2C_{12}^2/C_{11}$ for the film and directionally averaged constants for the line energy. This mixed estimate gives $h=13.7$ nm, 39\% above the 9.8 nm found first, but a slope of $-1.28$, only slightly changed. The averaged line energy is itself about 3\% above the fully anisotropic value for this line and Burgers vector, which gives 13.1 nm and a slope of $-1.29$. Corrections can also add up: the same estimate with $c=2$ and the surface step gives 18.6 nm (18.0 nm with the anisotropic line energy), nearly twice the 9.8 nm. The effect of thermal expansion on the misfit is smaller. If germanium expands more than silicon by roughly $3.3\times10^{-6}$ per kelvin, heating by 500 K raises the misfit by the fraction $3.3\times10^{-6}\times500/0.04=0.041$. The exponent then predicts a thickness lower by the factor $1.041^{-1.312}=0.95$, in agreement with the solved value of 9.3 nm. Finally, the calculation compares energies and says nothing about how dislocations form. A film grown cold, or on a wafer with few dislocations, may stay coherent well beyond $h$, and a strained surface may roughen instead. The value of $h$ also belongs to the chosen type of dislocation. A pure edge dislocation with its Burgers vector in the interface has $\cos\alpha=0$ and $\cos\lambda=1$, and (\ref{crit}) then gives only 4.2 nm at the same misfit. Such a dislocation cannot glide in on a $\{111\}$ plane, but it can form when two others react. In a film under tension, partial dislocations that leave a stacking fault may compete as well. The 9.8 nm is therefore a threshold for the glide dislocation treated here, uncertain by up to about a factor of two, and not a thickness below which a film is safe from every kind of dislocation.

\section*{Numbers as computed}
\begin{verbatim}
Burgers length b = 0.40 nm; Poisson ratio = 0.27
shear modulus = 56 GPa; misfit f = 0.010
cos(alpha) = 0.500; cos(lambda) = 0.500
length A = 0.02337 nm; p = A/f = 2.3372 nm
critical thickness h = 9.817 nm = 98.17 angstrom
h/b = 24.543; L = ln(h/b) = 3.2004
slope from formula = -1.31246
slope from finite difference = -1.31246
line-energy prefactor K = 5.685 eV/nm
K from stress-field integral = 5.685 eV/nm
line energy at h = 23.88 eV/nm
table: misfit, h (nm), L, finite-difference slope
  0.0025  55.456  4.9319  -1.2028
  0.0050  23.767  4.0846  -1.2448
  0.0100  9.817  3.2004  -1.3125
  0.0200  3.799  2.2511  -1.4442
  0.0400  1.250  1.1395  -1.8775
fold misfit A/b = 0.0584
lower root = 0.1574 nm, its slope = 0.0722
curvature of log-log curve = -0.1281
thickness ratio on halving f, solved = 2.4210
  same from local power law = 2.4836
  same with curvature = 2.4084
slope -1.1 reached at h = 8.81 um
  misfit there = 2.92e-05
core constant, h (nm), slope; last row includes surface step
  0.000  6.525  -1.5580
  2.000  12.769  -1.2240
  1.311  10.757  -1.2776
surface energy used for step = 1.0 J/m^2 (rough)
cubic constants C11, C12, C44 = 129, 48, 67 GPa
cubic estimate: h = 13.667 nm, slope = -1.2832
friction strain = 0.002, stress = 0.390 GPa
  with friction: h = 13.118 nm
  with friction: slope = -1.6081
Ge to Si: misfit 0.04, Poisson change 0.01
slope with drift of b only = -1.3226
slope with drift of b and Poisson ratio = -1.3264
expansion gap = 3.3e-06 1/K; heating = 500 K
hot misfit = 0.01041; hot h = 9.309 nm
\end{verbatim}
